# Kisliuk sticking of a mobile precursor: two derivations and their assumptions: test program

```python
"""Kisliuk sticking of a mobile precursor, tested by independent routes.

Result under test: S(x)/S(0) = (1-x)/(1-x+K*x), K = pbf/(pa+pb).
x    fraction of filled sites
pa   chemisorption probability per visit to an empty site
pb   desorption probability per visit to an empty site
pc   hop probability per visit to an empty site, pa+pb+pc = 1
pbf  desorption probability per visit to a filled site
pmf  hop probability per visit to a filled site, pbf+pmf = 1
S(0) = alpha*pa/(pa+pb), alpha = trapping probability.
Sticking values inside the functions are per trapped particle.
"""
import numpy as np
import sympy as sp
import scipy.constants as const
from scipy.integrate import solve_ivp
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# Chosen model parameters (rough regime of cadmium layer epitaxy)
temperature = 550.0        # K, surface and gas
pressure_torr = 1.0e-6     # Torr
mass_u = 112.4             # atomic mass of Cd, u
spacing_nm = 0.65          # nm, square array of sites
alpha = 0.9                # trapping probability
prefactor = 1.0e13         # 1/s, all processes
well_empty = 0.75          # eV, precursor depth over an empty site
well_filled = 0.60         # eV, precursor depth over a filled site
saddle_depth = 0.15        # eV, hop saddle below vacuum
chem_barrier = 0.65        # eV, from the precursor well
bound_energy = 1.9         # eV, desorption barrier of the bound layer


def arrhenius(barrier, temp):
    return prefactor * np.exp(-barrier * const.e / (const.k * temp))


def rates(temp, barrier=chem_barrier):
    """Chemisorb, desorb, hop (empty site); desorb, hop (filled site)."""
    return (arrhenius(barrier, temp), arrhenius(well_empty, temp),
            arrhenius(well_empty - saddle_depth, temp),
            arrhenius(well_filled, temp),
            arrhenius(well_filled - saddle_depth, temp))


def branching(ka, kd, km, kdf, kmf):
    total, total_f = ka + kd + km, kdf + kmf
    return ka / total, kd / total, km / total, kdf / total_f, kmf / total_f


def kisliuk_k(p):
    return p[3] / (p[0] + p[1])


def ratio(x, k):
    return (1 - x) / (1 - x + k * x)


def fates(x, p):
    """Chemisorption chances from an empty and from a filled site."""
    pa, pb, pc, pbf, pmf = p
    matrix = np.array([[1 - pc * (1 - x), -pc * x],
                       [-pmf * (1 - x), 1 - pmf * x]])
    return np.linalg.solve(matrix, np.array([pa, 0.0]))


def fate_sticking(x, p):
    pe, pf = fates(x, p)
    return (1 - x) * pe + x * pf


def torus(size):
    """Hop matrix of a periodic square lattice, four equal neighbours."""
    ring = np.roll(np.eye(size), 1, axis=1)
    ring = csc_matrix((ring + ring.T) / 4)
    one = identity(size, format="csc")
    return (kron(ring, one) + kron(one, ring)).tocsc()


def lattice_visits(filled, hops, p):
    """Mean visits to each site for uniform landing on a frozen surface."""
    n = filled.size
    hop_prob = np.where(filled, p[4], p[2])
    matrix = identity(n, format="csc") - hops.T @ diags(hop_prob)
    return spsolve(matrix.tocsc(), np.full(n, 1.0 / n))


def lattice_sticking(filled, hops, p):
    return p[0] * lattice_visits(filled, hops, p)[~filled].sum()


def random_layer(n, x):
    filled = np.zeros(n, dtype=bool)
    filled[rng.choice(n, int(round(x * n)), replace=False)] = True
    return filled


k_rates = rates(temperature)
p = branching(*k_rates)
pa, pb, pc, pbf, pmf = p
K = kisliuk_k(p)
s0 = pa / (pa + pb)

# Test: symbolic solution of the fate equations
xs, a, b, d, pe, pf = sp.symbols("x a b d pe pf", positive=True)
mean_fate = (1 - xs) * pe + xs * pf
sol = sp.solve([pe - a - (1 - a - b) * mean_fate,
                pf - (1 - d) * mean_fate], [pe, pf], dict=True)[0]
s_sym = sp.simplify(mean_fate.subs(sol))
r_sym = sp.simplify(s_sym / s_sym.subs(xs, 0))
k_sym = d / (a + b)
assert sp.simplify(r_sym - (1 - xs) / (1 - xs + k_sym * xs)) == 0
assert sp.simplify(sp.diff(r_sym, xs).subs(xs, 0) + k_sym) == 0

# Test: stochastic trajectories with competing exponential clocks
x_mc, n_mc = 0.6, 200000
active = np.arange(n_mc)
life = np.zeros(n_mc)
visit_count = np.zeros(n_mc)
stuck = 0
while active.size:
    on_filled = rng.random(active.size) < x_mc
    t_chem = rng.exponential(1 / k_rates[0], active.size)
    t_chem[on_filled] = np.inf
    t_des = rng.exponential(1.0, active.size) / np.where(
        on_filled, k_rates[3], k_rates[1])
    t_hop = rng.exponential(1.0, active.size) / np.where(
        on_filled, k_rates[4], k_rates[2])
    first = np.minimum(np.minimum(t_chem, t_des), t_hop)
    life[active] += first
    visit_count[active] += 1
    stuck += np.count_nonzero(t_chem == first)
    active = active[t_hop == first]
s_mc = stuck / n_mc
s_formula = s0 * ratio(x_mc, K)
s_error = np.sqrt(s_formula * (1 - s_formula) / n_mc)
assert abs(s_mc - s_formula) < 4 * s_error


def mean_visits(x):
    return 1 / ((1 - x) * (pa + pb) + x * pbf)


def mean_life(x):
    stay_empty = 1 / sum(k_rates[:3])
    stay_filled = 1 / sum(k_rates[3:])
    return mean_visits(x) * ((1 - x) * stay_empty + x * stay_filled)


assert abs(visit_count.mean() - mean_visits(x_mc)) < (
    4 * visit_count.std() / np.sqrt(n_mc))
assert abs(life.mean() - mean_life(x_mc)) < 4 * life.std() / np.sqrt(n_mc)

# Test: reversible rates give K = 1 - s0*(1-pbf) < 1
for _ in range(200):
    ka, kd, km, shift = 10 ** rng.uniform(-1.5, 1.5, 4)
    q = branching(ka, kd, km, kd * shift, km * shift)
    x_try = rng.uniform(0.1, 0.9)
    rel = fate_sticking(x_try, q) / fate_sticking(0.0, q)
    k_found = (1 / rel - 1) * (1 - x_try) / x_try
    assert abs(k_found - 1 + fate_sticking(0.0, q) * q[4]) < 1e-9
    assert k_found < 1
# Without that rate relation, sticking can fall below Langmuir
q = (0.1, 0.1, 0.8, 0.5, 0.5)
assert fate_sticking(0.5, q) / fate_sticking(0.0, q) < 0.5

# Test: upper bound, exact average over all layers of a 3 x 3 torus
small = torus(3).toarray()
layers = (np.arange(512)[:, None] >> np.arange(9)) & 1
hop_small = np.where(layers == 1, pmf, pc)
systems = np.eye(9) - small.T[None] * hop_small[:, None, :]
visits = np.linalg.solve(systems, np.full((512, 9, 1), 1 / 9))[..., 0]
stick_small = pa * (visits * (layers == 0)).sum(axis=1)
count = layers.sum(axis=1)
for x_try in (0.1, 0.3, 0.5, 0.7, 0.9):
    weight = x_try ** count * (1 - x_try) ** (9 - count)
    assert abs(weight.sum() - 1) < 1e-12
    assert weight @ stick_small < s0 * ratio(x_try, K)

# Random frozen layers on a larger lattice
side = 40
hops = torus(side)
n_sites = side * side
coverages = (0.25, 0.50, 0.75, 0.90, 0.95)
random_ratio = {}
for x_try in coverages:
    values = [lattice_sticking(random_layer(n_sites, x_try), hops, p)
              for _ in range(8)]
    random_ratio[x_try] = np.mean(values) / s0
    if x_try >= 0.5:
        assert random_ratio[x_try] < ratio(x_try, K)

# Islands: stripes at half coverage
column = np.arange(n_sites) % side
stripe = {w: lattice_sticking((column // w) % 2 == 0, hops, p) / s0
          for w in (10, 20)}
assert 0.5 < stripe[20] < stripe[10] < random_ratio[0.50]


# Growth: sites fill in proportion to their own capture probability
def grown_time(target):
    """Time to the target coverage in units of N/(alpha*F)."""
    filled = np.zeros(n_sites, dtype=bool)
    goal, elapsed = int(round(target * n_sites)), 0.0
    v = lattice_visits(filled, hops, p)
    s_old = pa * v[~filled].sum()
    while filled.sum() < goal:
        empty = np.flatnonzero(~filled)
        n_add = min(max(1, int(0.05 * empty.size)), goal - filled.sum())
        chance = v[empty] / v[empty].sum()
        filled[rng.choice(empty, n_add, replace=False, p=chance)] = True
        v = lattice_visits(filled, hops, p)
        s_new = pa * v[~filled].sum()
        elapsed += n_add / n_sites * 0.5 * (1 / s_old + 1 / s_new)
        s_old = s_new
    return elapsed, s_old


# Flux and uptake
pressure = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
flux = pressure / np.sqrt(2 * np.pi * mass * const.k * temperature) * 1e-18
site_density = 1 / spacing_nm ** 2
hit_rate = flux / site_density
time_unit = 1 / (alpha * hit_rate)


def uptake_time(x, k):
    return time_unit / s0 * (x - k * (x + np.log(1 - x)))


t95, t99 = uptake_time(0.95, K), uptake_time(0.99, K)
l95, l99 = uptake_time(0.95, 1.0), uptake_time(0.99, 1.0)
ode = solve_ivp(lambda t, y: [fate_sticking(y[0], p) / time_unit],
                (0, t99), [0.0], t_eval=[t95, t99], rtol=1e-9, atol=1e-11)
assert np.allclose(ode.y[0], [0.95, 0.99], atol=1e-6)

growth = np.array([grown_time(0.95) for _ in range(4)])
t95_grown = growth[:, 0].mean() * time_unit
grown_ratio = growth[:, 1].mean() / s0
assert t95 < t95_grown < l95

# Unequal trapping: landings on filled sites trapped with weight beta
beta = 0.8


def unequal_ratio(x):
    return ratio(x, K) * (1 - (1 - beta) * x * pmf)


for x_try in (0.2, 0.5, 0.9):
    from_empty, from_filled = fates(x_try, p)
    direct = (1 - x_try) * from_empty + beta * x_try * from_filled
    assert abs(direct / s0 - unequal_ratio(x_try)) < 1e-12

# Precursor crowding and loss of the bound layer
crowding = alpha * hit_rate * mean_life(0.9)
loss_rate = arrhenius(bound_energy, temperature)
# Steady state: loss_rate*x = s0*ratio(x,K)/time_unit, solved by bisection
low, high = 0.0, 1.0
for _ in range(200):
    vacant = 0.5 * (low + high)
    gain = s0 / time_unit * vacant / (vacant + K * (1 - vacant))
    if gain > loss_rate * (1 - vacant):
        high = vacant
    else:
        low = vacant
assert crowding < 1e-3 and vacant < 1e-2

print(f"temperature {temperature:.0f} K; pressure {pressure_torr:.1e} Torr")
print(f"thermal energy kT {const.k * temperature / const.e:.5f} eV")
print(f"mass {mass_u:.1f} u; site spacing {spacing_nm:.2f} nm")
print(f"trapping probability {alpha:.2f}; prefactor {prefactor:.1e} 1/s")
print(f"wells: empty {well_empty:.2f} eV, filled {well_filled:.2f} eV")
print(f"hop saddle below vacuum {saddle_depth:.2f} eV")
print(f"chemisorption barrier {chem_barrier:.2f} eV")
for name, value in zip(("chemisorb, empty", "desorb, empty", "hop, empty",
                        "desorb, filled", "hop, filled"), k_rates):
    print(f"rate {name}: {value:.4e} 1/s")
print(f"per visit, empty: pa {pa:.5f}, pb {pb:.5f}, pc {pc:.5f}")
print(f"per visit, filled: pbf {pbf:.5f}, hop {pmf:.5f}")
print(f"K = {K:.5f}; s0 per trapped atom {s0:.5f}")
print(f"initial sticking S(0) {alpha * s0:.5f}")
print(f"trajectories at x={x_mc}: sticking {s_mc:.5f} per trapped atom")
print(f"formula at x={x_mc}: {s_formula:.5f}; std. error {s_error:.5f}")
print("x: Kisliuk ratio, Langmuir ratio, random lattice ratio, visits")
for x_try in coverages:
    print(f"{x_try:.2f}: {ratio(x_try, K):.4f}, {1 - x_try:.4f}, "
          f"{random_ratio[x_try]:.4f}, {mean_visits(x_try):.2f}")
print(f"flux {flux:.4f} 1/(nm2 s); sites {site_density:.4f} 1/nm2")
print(f"arrivals per site {hit_rate:.4f} 1/s")
print(f"time to 95%: Kisliuk {t95:.3f} s, Langmuir {l95:.3f} s")
print(f"time to 99%: Kisliuk {t99:.3f} s, Langmuir {l99:.3f} s")
print(f"exposure to 99%: Kisliuk {t99 * pressure_torr:.3e} Torr s")
print(f"exposure to 99%: Langmuir {l99 * pressure_torr:.3e} Torr s")
print(f"grown lattice: time to 95% {t95_grown:.3f} s")
print(f"grown lattice: excess time {100 * (t95_grown / t95 - 1):.1f} %")
print(f"grown lattice: sticking ratio at x=0.95 {grown_ratio:.4f}")
for w in (10, 20):
    print(f"stripes {w} sites ({w * spacing_nm:.1f} nm) wide, x=0.5: "
          f"ratio {stripe[w]:.4f}")
print(f"trapping over filled sites times {beta}: ratio "
      f"{unequal_ratio(0.5):.4f} at x=0.5, {unequal_ratio(0.9):.4f} at 0.9")
print(f"precursor lifetime at x=0.9: {mean_life(0.9):.3e} s")
print(f"precursors per site at x=0.9: {crowding:.3e}")
print(f"bound layer: barrier {bound_energy:.1f} eV, loss {loss_rate:.3e} 1/s")
print(f"vacant fraction in steady state {vacant:.3e}")
for temp in (500.0, 600.0):
    print(f"K at {temp:.0f} K: {kisliuk_k(branching(*rates(temp))):.5f}")
for barrier in (0.60, 0.70):
    k_alt = kisliuk_k(branching(*rates(temperature, barrier)))
    print(f"K for chemisorption barrier {barrier:.2f} eV: {k_alt:.5f}")
print("all tests passed")
```

Output:

```
temperature 550 K; pressure 1.0e-06 Torr
thermal energy kT 0.04740 eV
mass 112.4 u; site spacing 0.65 nm
trapping probability 0.90; prefactor 1.0e+13 1/s
wells: empty 0.75 eV, filled 0.60 eV
hop saddle below vacuum 0.15 eV
chemisorption barrier 0.65 eV
rate chemisorb, empty: 1.1064e+07 1/s
rate desorb, empty: 1.3415e+06 1/s
rate hop, empty: 3.1773e+07 1/s
rate desorb, filled: 3.1773e+07 1/s
rate hop, filled: 7.5257e+08 1/s
per visit, empty: pa 0.25043, pb 0.03036, pc 0.71920
per visit, filled: pbf 0.04051, hop 0.95949
K = 0.14427; s0 per trapped atom 0.89186
initial sticking S(0) 0.80268
trajectories at x=0.6: sticking 0.73465 per trapped atom
formula at x=0.6: 0.73320; std. error 0.00099
x: Kisliuk ratio, Langmuir ratio, random lattice ratio, visits
0.25: 0.9541, 0.7500, 0.9507, 4.53
0.50: 0.8739, 0.5000, 0.8631, 6.22
0.75: 0.6979, 0.2500, 0.6718, 9.94
0.90: 0.4351, 0.1000, 0.4010, 15.49
0.95: 0.2673, 0.0500, 0.2379, 19.04
flux 1.4128 1/(nm2 s); sites 2.3669 1/nm2
arrivals per site 0.5969 1/s
time to 95%: Kisliuk 2.599 s, Langmuir 6.252 s
time to 99%: Kisliuk 3.155 s, Langmuir 9.612 s
exposure to 99%: Kisliuk 3.155e-06 Torr s
exposure to 99%: Langmuir 9.612e-06 Torr s
grown lattice: time to 95% 2.710 s
grown lattice: excess time 4.3 %
grown lattice: sticking ratio at x=0.95 0.2345
stripes 10 sites (6.5 nm) wide, x=0.5: ratio 0.6503
stripes 20 sites (13.0 nm) wide, x=0.5: ratio 0.5770
trapping over filled sites times 0.8: ratio 0.7901 at x=0.5, 0.3599 at 0.9
precursor lifetime at x=0.9: 5.285e-08 s
precursors per site at x=0.9: 2.839e-08
bound layer: barrier 1.9 eV, loss 3.889e-05 1/s
vacant fraction in steady state 1.171e-05
K at 500 K: 0.11659
K at 600 K: 0.17182
K for chemisorption barrier 0.60 eV: 0.07938
K for chemisorption barrier 0.70 eV: 0.28832
all tests passed
```
